\section*{Low-frequency noise of an oxide trap emptied in the off phase}

\section*{The problem}

A single trap in the gate oxide of a transistor exchanges one electron with the channel. Its occupancy is $n(t)=0$ or $1$. While the transistor is on, a filled trap changes the drain current by a fixed step $\Delta I$; while it is off, no current flows and the trap is invisible. The gate is switched with period $T$. The on phase lasts $A=DT$, the off phase $B=(1-D)T$, with $0<D<1$.

An empty trap captures an electron at rate $c$ and a filled one emits it at rate $e$ in the on phase; in the off phase the rates are $c_0$ and $e_0$. The rates switch instantly with the gate and depend on the present state alone, so the process is Markovian. We write
\begin{equation}
\lambda=c+e,\qquad P=\frac{c}{\lambda},\qquad 1-P=\frac{e}{\lambda}.
\end{equation}
The trap is slow: $\lambda T\ll1$. The question is how its noise well below the switching frequency depends on what happens to it in the off phase.

Let $w(t)=1$ in the on phase and $0$ in the off phase. The fluctuating current is $\delta I=\Delta I\,w(t)[n(t)-p(t)]$, where $p(t)=\langle n(t)\rangle$. Subtracting the periodic mean removes the sharp lines at multiples of $1/T$, which are not noise. With $\omega=2\pi f$, the one-sided spectral density is
\begin{equation}
S(f)=2\int_{-\infty}^{\infty}du\,e^{-i\omega u}\,\overline{\langle\delta I(t+u)\,\delta I(t)\rangle},
\label{def}
\end{equation}
where the bar is an average of $t$ over one period.

\section*{(a) Occupancy and covariance}

\textit{Find the periodic occupancy at the start of the on phase, and the covariance of $n$ at two times.}

\textbf{Solution.} Capture needs an empty trap and emission a filled one, so in the on phase
\begin{equation}
\dot p=c(1-p)-ep=c-\lambda p .
\end{equation}
Let $s$ be the time since the on phase began and $p_s$ the occupancy at $s=0$. Then
\begin{equation}
p(s)=P+(p_s-P)e^{-\lambda s}.
\label{occ}
\end{equation}
In the off phase the occupancy relaxes likewise towards $P_0=c_0/(c_0+e_0)$, with total decay factor $G=e^{-(c_0+e_0)B}$. Periodicity requires
\begin{equation}
p_s=P_0(1-G)+G\left[P+(p_s-P)e^{-\lambda A}\right].
\end{equation}
Collecting the terms in $p_s$ gives
\begin{equation}
p_s=\frac{P_0(1-G)+GP(1-e^{-\lambda A})}{1-Ge^{-\lambda A}} .
\label{ps}
\end{equation}

For $t>s$, the product $n(t)n(s)$ is nonzero only if the trap is filled at $s$. Hence
\begin{equation}
\langle n(t)n(s)\rangle-p(t)p(s)=p(s)\left[p(t|1,s)-p(t)\right],
\end{equation}
where $p(t|1,s)$ is the occupancy at $t$ given a filled trap at $s$. Both terms in the bracket obey the same linear rate equation. The source term cancels in their difference, which starts at $1-p(s)$ and decays at the instantaneous total rate $\lambda(t')$, equal to $\lambda$ or $c_0+e_0$. The covariance is therefore
\begin{equation}
v(s)\exp\left[-\int_s^t\lambda(t')dt'\right],\qquad v=p(1-p).
\label{cov}
\end{equation}

\section*{(b) The spectrum for arbitrary rates}

\textit{Express $S(f)$ as one integral over the on phase.}

\textbf{Solution.} The averaged correlation in \eqref{def} is even in $u$, because shifting $t$ by $u$ does not change an average over a period. The integral is thus twice the real part of its $u>0$ half:
\begin{equation}
S=\frac{4\Delta I^2}{T}\,\mathrm{Re}\int_0^A ds\,v(s)J(s),
\label{SJ}
\end{equation}
where $J(s)$ is the integral over later times $t$ of $w(t)e^{-i\omega(t-s)}$ times the decay factor in \eqref{cov}. Define
\begin{equation}
z=\lambda+i\omega,\qquad E=e^{-zA},\qquad g=e^{-(c_0+e_0+i\omega)B}.
\end{equation}
The rest of the current on phase contributes $(1-e^{-z(A-s)})/z$. On reaching the next on phase the integrand has acquired the factor $e^{-z(A-s)}g$, and a whole on phase contributes $(1-E)/z$. Each further period multiplies by $gE$. Summing the geometric series,
\begin{align}
J(s)&=\frac1z\left[1-e^{-z(A-s)}+e^{-z(A-s)}\frac{g(1-E)}{1-gE}\right]\nonumber\\
&=\frac1z\left[1-e^{-z(A-s)}\frac{1-g}{1-gE}\right],
\label{J}
\end{align}
since $-(1-gE)+g(1-E)=-(1-g)$. The factor $g$ carries the memory from one on phase to the next. Random trajectories, sampled at three frequencies for rates comparable with $1/T$, agree with this spectrum within the 5\% tolerance of the test.

\section*{(c) Gating alone}

\textit{Suppose that switching interrupts the current but leaves the trap rates unchanged, $c_0=c$ and $e_0=e$. What is the low-frequency noise, and how large is the first correction?}

\textbf{Solution.} Now $n$ is stationary, with covariance $P(1-P)e^{-\lambda|u|}$. Under steady bias its current noise would be
\begin{equation}
S_n(f)=4\Delta I^2P(1-P)\,\mathrm{Re}\frac1{\lambda+i\omega}
=\frac{4\Delta I^2\,ce}{\lambda(\lambda^2+\omega^2)} .
\label{Sn}
\end{equation}
Expand the gate as $w(t)=\sum_kw_ke^{2\pi ikt/T}$, with $w_0=D$ and $|w_k|=|\sin(\pi kD)/(\pi k)|$ for $k\neq0$. The period average of $w(t+u)w(t)$ is $\sum_k|w_k|^2e^{2\pi iku/T}$. Each exponential shifts the frequency, so
\begin{equation}
S_{\rm gate}(f)=\sum_k|w_k|^2S_n(f-k/T).
\label{alias}
\end{equation}
The $k=0$ term is $D^2S_n(f)$. For $\lambda T,\omega T\ll1$ the others follow from
\begin{equation}
\frac{S_n(f-k/T)}{S_n(f)}\simeq\frac{(\lambda^2+\omega^2)T^2}{4\pi^2k^2}.
\end{equation}
Relative to $D^2S_n$, their sum is
\begin{equation}
\epsilon=\frac{(\lambda^2+\omega^2)T^2}{2\pi^4D^2}F(D),\qquad
F(D)=\sum_{k=1}^{\infty}\frac{\sin^2(\pi kD)}{k^4}.
\end{equation}
Writing $\sin^2(\pi kD)=[1-\cos(2\pi kD)]/2$ and differentiating twice,
\begin{equation}
F''=2\pi^2\sum_{k=1}^{\infty}\frac{\cos(2\pi kD)}{k^2}
=2\pi^4\left(D^2-D+\tfrac16\right),
\end{equation}
by the Fourier series of a quadratic polynomial. Since $F(0)=F'(0)=0$, two integrations give $F=\pi^4D^2(1-D)^2/6$, and
\begin{equation}
S_{\rm gate}\simeq D^2S_n\left[1+\frac{(1-D)^2(\lambda^2+\omega^2)T^2}{12}\right].
\end{equation}
The simple duty-cycle factor in the power spectrum is thus $D^2$, not $D$: the slow fluctuation survives with its amplitude multiplied by $D$.

\section*{(d) A trap emptied in every off phase}

\textit{Now let $c_0=0$ and $e_0B\gg1$. Find the low-frequency noise and compare it with gating alone.}

\textbf{Solution.} The off phase erases both the occupancy and the memory: $p_s\to0$ and $g\to0$. For $\lambda A\ll1$ and $\omega A\ll1$, equations \eqref{occ} and \eqref{J} reduce to
\begin{equation}
v(s)\simeq p(s)\simeq cs,\qquad J(s)\simeq A-s .
\end{equation}
Equation \eqref{SJ} then gives a flat spectrum,
\begin{equation}
S_{\rm empty}\simeq\frac{4\Delta I^2c}{T}\int_0^As(A-s)\,ds
=\frac{2\Delta I^2cA^3}{3T},
\label{Sempty}
\end{equation}
because the integral is $A^3/2-A^3/3=A^3/6$.

A direct count confirms the factor. A capture at time $s$, of probability $c\,ds$, changes the charge passed in that on phase by $\Delta I(A-s)$. To leading order the charge variance per cycle is
\begin{equation}
\Delta I^2c\int_0^A(A-s)^2ds=\frac{\Delta I^2cA^3}{3}.
\end{equation}
Cycles are independent, so variances add. Over a long time $t$ the charge variance is $t$ times the integral of the averaged correlation, which by \eqref{def} is $tS(0)/2$. Hence $S(0)$ is twice the variance per cycle divided by $T$, as in \eqref{Sempty}.

Now divide by $D^2S_n$, using $A=DT$:
\begin{equation}
R(\omega)=\frac{2cD^3T^2}{3}\,\frac{\lambda(\lambda^2+\omega^2)}{4D^2ce}
=\frac{DT^2\lambda(\lambda^2+\omega^2)}{6e}.
\label{R}
\end{equation}
At zero frequency, with $e=(1-P)\lambda$,
\begin{equation}
R(0)=\frac{D(\lambda T)^2}{6(1-P)} .
\label{R0}
\end{equation}
This factor comes in addition to $D^2$. Unless $1-P$ is very small, it is of second order in $\lambda T$.

The next order at $\omega=0$ shows the accuracy. From $p\simeq cs-c\lambda s^2/2$ we have $v\simeq cs-c(c+\lambda/2)s^2$, while $J\simeq(A-s)-\lambda(A-s)^2/2$. Both $\int_0^As^2(A-s)ds$ and $\int_0^As(A-s)^2ds$ equal $A^4/12$, so
\begin{equation}
\int_0^AvJ\,ds\simeq\frac{cA^3}{6}-\frac{c(c+\lambda)A^4}{12}
=\frac{cA^3}{6}\left[1-\frac{(c+\lambda)A}{2}\right].
\label{next}
\end{equation}

\section*{(e) Origin of the suppression, and its failure}

\textit{Separate the effect on the size of the fluctuation from that on its duration. When does emptying increase the noise?}

\textbf{Solution.} Let $\bar V=T^{-1}\int_0^Av\,ds$ be the cycle-averaged variance in units of $\Delta I^2$, and define an effective correlation time by $S(0)=4\Delta I^2\bar V\tau$. To leading order,
\begin{align}
\text{gated:}\quad&\bar V=DP(1-P),&\tau&=D/\lambda,\\
\text{emptied:}\quad&\bar V=cA^2/(2T),&\tau&=A/3 .
\end{align}
The ratios, emptied to gated, are
\begin{equation}
\frac{D\lambda T}{2(1-P)}\quad\text{for }\bar V,\qquad
\frac{\lambda T}{3}\quad\text{for }\tau ,
\label{split}
\end{equation}
and their product is \eqref{R0}. The correlation is shortened because a captured electron is removed before the next on phase. The variance falls if $1-P>D\lambda T/2$, because the trap then has too little time to regain its steady fluctuations; for a trap still closer to full, emptying raises the variance.

Suppression requires $R<1$. At zero frequency this means
\begin{equation}
1-P>\frac{D(\lambda T)^2}{6}.
\label{condition}
\end{equation}
A trap violates this condition if, under steady bias, it is empty for less than this small fraction of the time. It is then quiet, since $P(1-P)$ is small; emptying it replaces a nearly constant occupancy by random refilling. For $\lambda T=0.10$, $D=0.5$ and $1-P=10^{-4}$, equation \eqref{R0} gives $0.5\times0.01/(6\times10^{-4})=8.33$. The full calculation gives 7.93: emptying raises the noise about eightfold. The correction in \eqref{next}, here $-5\%$, accounts for the difference. At finite frequency \eqref{R} makes the requirement stricter, $1-P>D(\lambda^2+\omega^2)T^2/6$. A trap with $1-P=0.01$, $\lambda T=0.02$ and $D=0.5$ easily meets \eqref{condition}, yet at $\omega T=0.6$ equation \eqref{R} gives $0.5\times0.36/0.06=3.0$: emptying raises its noise there.

\section*{(f) Incomplete emptying}

\textit{Keep $c_0=0$, but let $e_0B$ be arbitrary. How fast must emission be?}

\textbf{Solution.} Take $\omega=0$, so that $g=e^{-e_0B}$, and first assume $1-g\gg\lambda A$. Little is lost or refused during one on phase, so it adds $cA$ to the occupancy. Periodicity gives $p_s=g(p_s+cA)$, hence
\begin{equation}
p_s=hcA,\qquad h=\frac{g}{1-g}.
\end{equation}
The assumption keeps $p_s\ll1$, so $v\simeq c(s+hA)$. Later on phases contribute $gA+g^2A+\cdots=hA$ to $J$, so $J\simeq A-s+hA$. With $x=s/A$,
\begin{align}
S(0)&\simeq\frac{4\Delta I^2cA^3}{T}\int_0^1(x+h)(1-x+h)\,dx\nonumber\\
&=\frac{4\Delta I^2cA^3}{T}\left[\frac16+h+h^2\right].
\end{align}
Since $h+h^2=g/(1-g)^2=1/[4\sinh^2(e_0B/2)]$,
\begin{equation}
S(0)\simeq\frac{4\Delta I^2cA^3}{T}
\left[\frac16+\frac1{4\sinh^2(e_0B/2)}\right].
\label{partial}
\end{equation}
The second term is the noise remembered between cycles. It is still a third of the first term at $e_0B=3$, falls to 4\% of it at $e_0B=5$, and decays as $e^{-e_0B}$ beyond.

If instead $\lambda A$ and $e_0B$ are both small, the trap barely changes in one period and responds to the averaged rates:
\begin{equation}
\bar\lambda=D\lambda+(1-D)e_0,\qquad \bar p=\frac{Dc}{\bar\lambda}.
\end{equation}
In \eqref{SJ}, $T^{-1}\int_0^Av\,ds\simeq D\bar p(1-\bar p)$, and the gated integral of the slow decay is $J\simeq D/\bar\lambda$. Thus
\begin{equation}
S(0)\simeq4D^2\Delta I^2\,\frac{\bar p(1-\bar p)}{\bar\lambda}.
\label{avg}
\end{equation}
The two results agree where both hold, $\lambda A\ll e_0B\ll1$. There $\bar\lambda\simeq e_0B/T$ and $\bar p\simeq cA/(e_0B)\ll1$, so \eqref{avg} becomes $4\Delta I^2cA^3/[T(e_0B)^2]$, which is also the small-$e_0B$ limit of \eqref{partial}.

Suppose the off phase stops capture but leaves the total transition rate unchanged, $e_0=\lambda$. Then $\bar\lambda=\lambda$ and $\bar p=DP$. Relative to gating alone, the noise is
\begin{equation}
\frac{DP(1-DP)}{P(1-P)}=\frac{D(1-DP)}{1-P},
\end{equation}
which is $3/4$ for $D=P=1/2$. It exceeds 1 when $P>1/(1+D)$, and equals 2.75 for $D=1/2$, $P=0.9$: slow emptying can raise the noise of an ordinary trap. For $e_0\to0$, where $\bar\lambda=D\lambda$ and $\bar p=P$, equation \eqref{avg} gives the factor $1/D$. Because $1-DP>1-P$, this factor always exceeds $D$. Unless $D$ is small, strong suppression therefore needs emission much faster than $\lambda$ in the off phase, not merely an empty equilibrium state there.

\section*{(g) Residual filling in the off phase}

\textit{Let $c_0$ be small but nonzero, with $e_0B\gg1$. How far must the trap level be raised?}

\textbf{Solution.} The on phase now starts from $p_s\simeq p_0=c_0/e_0\ll1$, while $g\simeq0$ still holds. With $v\simeq p_0+cs$ and $J\simeq A-s$,
\begin{equation}
\int_0^AvJ\,ds=\frac{p_0A^2}{2}+\frac{cA^3}{6}
=\frac{cA^3}{6}\left[1+\frac{3p_0}{cA}\right].
\end{equation}
Residual filling is harmless if $p_0\ll cA/3$, and doubles the noise at $p_0=cA/3$. This is stricter than $p_0\ll1$, because $cA$ is itself small. In terms of rates it reads $c_0\ll c\,e_0A/3$, so if capture is no faster in the off phase, $c_0\le c$, it follows from $e_0A\gg3$.

If the trap equilibrates with one electron reservoir at temperature $\Theta$, detailed balance gives $c_0/e_0=e^{-\Delta E/k\Theta}$. Here $\Delta E$ is the height of the effective trap level above the Fermi level in the off phase, with degeneracy factors absorbed. The doubling point is
\begin{equation}
\Delta E=k\Theta\ln\frac{3}{cA}.
\end{equation}
Detailed balance fixes the ratio of the rates, not their speed; $e_0B\gg1$ remains a separate requirement.

\section*{(h) A numerical case}

\textit{Take $c=e=100\ \mathrm{s^{-1}}$, $T=100\ \mu\mathrm{s}$, $D=1/2$, $\Delta I=10$ nA, $e_0=10^6\ \mathrm{s^{-1}}$ and $c_0=0$. Evaluate the noise and the range of the suppression.}

\textbf{Solution.} These are round model parameters. They give $\lambda=200\ \mathrm{s^{-1}}$, $P=1/2$, $\lambda T=0.02$, $A=B=50\ \mu$s and $e_0B=50$. Under steady bias,
\begin{equation}
S_n(0)=\frac{4(10^{-8})^2(0.25)}{200}
=5.0\times10^{-19}\ \mathrm{A^2/Hz}.
\end{equation}
Gating multiplies this by $1/4$, giving $1.25\times10^{-19}\ \mathrm{A^2/Hz}$, a change of $-6.0$ dB. Emptying gives a further factor
\begin{equation}
R(0)=\frac{0.5(0.02)^2}{6(0.5)}=6.67\times10^{-5}.
\end{equation}
The full calculation gives $6.62\times10^{-5}$, or $-41.8$ dB, and a noise of $8.27\times10^{-24}\ \mathrm{A^2/Hz}$. The total change from steady bias is $-47.8$ dB. This is the noise of the one trap alone. In a device, traps that are not emptied and the white noise of the channel limit the observable reduction; for example, $4k\Theta(2/3)g_mD$ is $5.5\times10^{-24}\ \mathrm{A^2/Hz}$ for a transconductance $g_m=1$ mS at 300 K. The full factor lies 0.75\% below the leading law, as \eqref{next} predicts: $(c+\lambda)A/2=300\times5\times10^{-5}/2=0.0075$. The full zero-frequency noise was obtained independently, from the growth of the charge variance, without the covariance used above.

The averaged variance falls from 0.125 to $1.24\times10^{-3}$ in units of $\Delta I^2$, and the effective correlation time from $2500\ \mu$s to $16.7\ \mu$s. The two ratios, $9.93\times10^{-3}$ and $6.66\times10^{-3}$, multiply to the full factor.

The benefit shrinks with frequency because the gated spectrum falls while the emptied one stays nearly flat:
\begin{center}
\begin{tabular}{rll}
$f$ (Hz) & full factor & equation \eqref{R}\\
10 & $7.27\times10^{-5}$ & $7.32\times10^{-5}$\\
100 & $7.19\times10^{-4}$ & $7.25\times10^{-4}$\\
1000 & 0.0645 & 0.0659\\
5000 & 0.993 & 1.65
\end{tabular}
\end{center}
At 5000 Hz, half the switching frequency, $\omega T=\pi$ and \eqref{R} no longer applies; the full factor shows that for this trap almost nothing is gained there. The value near 1 is special to $P=1/2$. For $\omega\gg\lambda$ the emptied noise is proportional to $c$ and the gated noise to $c(1-P)$, so the factor scales as $1/(1-P)$; at this frequency it is about $0.5/(1-P)$, a loss for $P>1/2$.

For this trap and $e_0\ge\lambda$, the off-phase emission rate sets how much of the suppression is reached. For $e_0=200$, $2\times10^3$, $2\times10^4$ and $10^5\ \mathrm{s^{-1}}$ the full extra factor at zero frequency is 0.750, 0.0316, $4.24\times10^{-4}$ and $6.89\times10^{-5}$. At $2\times10^3\ \mathrm{s^{-1}}$ only a tenth of a lifetime fits into one off phase, yet the noise already falls about thirtyfold: emptying accumulates over many cycles. At $10^5\ \mathrm{s^{-1}}$, where $e_0B=5$, the factor is within about 4\% of its value at $10^6\ \mathrm{s^{-1}}$.

Finally, $cA/3=1.67\times10^{-3}$ is the residual occupancy that doubles the reset noise; the full calculation there gives a factor 1.99. At 300 K it corresponds to $\Delta E=0.165$ eV. The level must lie several $k\Theta$ higher still for residual filling to be negligible. With $e_0=10^6\ \mathrm{s^{-1}}$ the doubling point needs $c_0\approx1670\ \mathrm{s^{-1}}$, seventeen times $c$. If instead $c_0\le c$, then $p_0\le10^{-4}$, $\Delta E\ge0.238$ eV, and the excess $3p_0/(cA)$ is at most 6\%. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Period T = 100.0 us; on fraction D = 0.50
On time A = 50.0 us; off time B = 50.0 us
Switching frequency = 10000 Hz
On capture c = 100 1/s; on emission e = 100 1/s
Off capture c0 = 0 1/s; off emission e0 = 1.0e+06 1/s
lambda = 200 1/s; P = 0.50; lambda*T = 0.0200
Steady corner frequency = 31.83 Hz
Current step = 10.0 nA
Zero-frequency current noise:
  steady bias  = 5.0000e-19 A^2/Hz
  gated only   = 1.2500e-19 A^2/Hz
  emptied trap = 8.2711e-24 A^2/Hz
Duty factor = 0.25000 = -6.02 dB
Extra factor, full = 6.6168e-05 = -41.79 dB
Extra factor, slow law = 6.6667e-05 = -41.76 dB
Total change from steady = -47.81 dB
Mean variance/step^2, gated = 0.12500
Mean variance/step^2, emptied = 1.24171e-03
Variance ratio = 9.93367e-03
Effective correlation time, gated = 2500.02 us
Effective correlation time, emptied = 16.653 us
Correlation-time ratio = 6.66103e-03
Frequency (Hz), extra factor: full, low-frequency law
      10  7.2699e-05  7.3246e-05
     100  7.1913e-04  7.2464e-04
    1000  6.4504e-02  6.5864e-02
    5000  9.9268e-01  1.6450e+00
Off emission (1/s), e0*B, extra factor: full, approximation
  2.0e+02    0.01  7.5000e-01  7.4999e-01
  2.0e+03    0.10  3.1580e-02  3.1555e-02
  2.0e+04    1.00  4.2409e-04  4.3493e-04
  1.0e+05    5.00  6.8859e-05  6.9398e-05
  1.0e+06   50.00  6.6168e-05  6.6666e-05
Residual occupancy that doubles reset noise = 1.6667e-03
Computed noise factor at that occupancy = 1.9942
Corresponding level shift at 300 K = 0.1654 eV
Nearly full trap: lambda*T = 0.10, 1-P = 1.0e-04
  extra factor: full = 7.926, slow law = 8.333
Trajectory test (T=1, D=0.4): f*T, sampled, formula
  0.05  0.05225  0.05104
  0.37  0.03562  0.03574
  0.80  0.03226  0.03255
Aliasing excess at D=0.3, lambda*T=0.2 = 1.6318e-03
\end{verbatim}
